**Matthews-Blakeslee critical thickness: force balance and half-space energy**

The program examines $h_c=b(1-\nu\cos^2\beta)[\ln(h_c/b)+1]/[8\pi(1+\nu)\varepsilon\cos\lambda]$ for a single strained layer. Here $b$ is the Burgers length, $\nu$ the Poisson ratio, $\varepsilon$ the misfit strain magnitude, $\beta$ the angle between Burgers vector and misfit line, and $\lambda$ the angle between Burgers vector and the interface direction normal to that line. It asserts that the force summed over a bowed threading arm equals $\sigma bh\cos\lambda$, with $\sigma$ the film stress, and that the dislocation's integrated strain is $-b_x$ in the film and zero in the substrate, where $b_x=b\cos\lambda$. It also asserts that the elastic energy integrated over the half-space follows the logarithmic law with the stated character factor, for four Burgers-vector orientations. The closed-form root is compared with a direct force balance and with a balance that uses the integrated energy and a matching core radius. For a 60-degree dislocation with $b=0.4$ nm, $\nu=0.3$ and $\varepsilon=0.01$, the output gives $h_c=9.4$ nm, or 178 bohr. Changing the core constant from 1 to 0 or 2 moves this to 6.2 or 12.3 nm, so the conventional constant matters to the result.

## Numerical check

```python
"""Matthews-Blakeslee critical thickness of a single strained layer.

Result under test:
  h_c = b (1 - nu cos^2 beta) / (8 pi (1+nu) eps cos lambda) * (ln(h_c/b) + 1)
b: Burgers length; nu: Poisson ratio; eps: misfit strain magnitude;
beta: angle between Burgers vector and misfit line;
lambda: angle between Burgers vector and the interface direction normal
to the line. Film and substrate share isotropic elastic constants.
Half-space calculations use shear modulus = 1 and depth = 1, with axes
x in the interface normal to the line, y the surface normal, z the line.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.optimize import brentq
from scipy.special import lambertw

pi = np.pi
mu, nu, b, eps = 50.0, 0.3, 0.4, 0.01      # GPa, 1, nm, 1


def edge_stress(x, y, bx, by, image=True):
    """Plane-strain stress of an edge dislocation at (0,-1), surface y=0."""
    z = x + 1j * y
    g = (bx + 1j * by) / (4j * pi * (1 - nu))
    gc = np.conj(g)
    s, d = z + 1j, z - 1j
    phi = g / s
    dev = -g * np.conj(s) / s**2 + gc / s
    if image:
        p = -g / d + 2j * gc / d**2
        dp = g / d**2 - 4j * gc / d**3
        phi = phi + p
        dev = dev + np.conj(z) * dp - gc / d - p - z * dp
    total, diff = 4 * phi.real, 2 * dev
    return (total - diff.real) / 2, (total + diff.real) / 2, diff.imag / 2


def energy_density(x, y, burgers):
    bx, by, bz = burgers
    sxx, syy, sxy = edge_stress(x, y, bx, by)
    w = (sxx**2 + syy**2 + 2 * sxy**2 - nu * (sxx + syy)**2) / 4
    z = x + 1j * y
    shear = bz / (2 * pi) * (1 / (z + 1j) - 1 / (z - 1j))
    return w + abs(shear)**2 / 2


GX, GW = np.polynomial.legendre.leggauss(100)


def stored_energy(burgers, core):
    """Elastic energy per length outside a core radius, by area quadrature."""
    span = -np.log(core)
    r = np.exp(-span * (1 - GX) / 2)[:, None]
    th = (np.arange(160) * 2 * pi / 160)[None, :]
    w = energy_density(r * np.cos(th), -1 + r * np.sin(th), burgers)
    inner = np.sum(GW[:, None] * span / 2 * r**2 * w) * 2 * pi / 160
    tmax = 3.2
    t = (tmax * (1 + GX) / 2)[:, None]
    r = np.exp(t**2)
    a = np.arcsin(1 / r)
    half = pi / 2 + a
    th = 1.5 * pi + half * GX[None, :]
    w = energy_density(r * np.cos(th), -1 + r * np.sin(th), burgers)
    weight = GW[:, None] * tmax / 2 * 2 * t * r**2 * half * GW[None, :]
    return inner + np.sum(weight * w)


def line_factor(cos_beta):
    """Energy prefactor K divided by shear modulus times b squared."""
    return (1 - nu * cos_beta**2) / (4 * pi * (1 - nu))


def prefactor(strain, cos_beta, cos_lam):
    return (1 - nu * cos_beta**2) / (8 * pi * (1 + nu) * strain * cos_lam)


def reduced_thickness(A, c=1.0):
    return float((-A * lambertw(-np.exp(-c) / A, -1)).real)


# Biaxial stress from the three-dimensional Hooke law
lame = 2 * mu * nu / (1 - 2 * nu)
e_normal = -2 * lame * eps / (lame + 2 * mu)
stress_hooke = lame * (2 * eps + e_normal) + 2 * mu * eps
sigma = 2 * mu * (1 + nu) / (1 - nu) * eps
assert abs(stress_hooke / sigma - 1) < 1e-12

# Crystal geometry and Peach-Koehler force on a bowed threading segment
normal = np.array([0.0, 0.0, 1.0])
line = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
across = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
bhat = np.array([1.0, 0.0, 1.0]) / np.sqrt(2)
cos_beta, cos_lam = abs(bhat @ line), abs(bhat @ across)
tensor = sigma * (np.eye(3) - np.outer(normal, normal))
upslope = bhat - (bhat @ line) * line
upslope = upslope / (upslope @ normal)
h_test = 7.0
s = np.linspace(0, 1, 2001)[:, None]
path = h_test * (s * upslope + 0.7 * np.sin(2 * s) * line)
force = np.cross(tensor @ (b * bhat), np.diff(path, axis=0)).sum(axis=0)
drive_test = sigma * b * h_test * cos_lam
assert abs(abs(force @ line) / drive_test - 1) < 1e-10
glide = np.cross(line, bhat)
glide = glide / np.linalg.norm(glide)
schmid = abs(glide @ tensor @ bhat) / sigma
width = h_test * np.linalg.norm(upslope)
assert abs(schmid * sigma * b * width / drive_test - 1) < 1e-10

# Edge field: equilibrium from displacements, then compare both stress forms
X, Y = sp.symbols("x y", real=True)
N = sp.Rational(3, 10)
R2 = X**2 + Y**2
ux = (sp.atan2(Y, X) + X * Y / (2 * (1 - N) * R2)) / (2 * sp.pi)
uy = -((1 - 2 * N) / (4 * (1 - N)) * sp.log(R2)
       + (X**2 - Y**2) / (4 * (1 - N) * R2)) / (2 * sp.pi)
exx, eyy = sp.diff(ux, X), sp.diff(uy, Y)
trace = 2 * N / (1 - 2 * N) * (exx + eyy)
sym = (trace + 2 * exx, trace + 2 * eyy, sp.diff(ux, Y) + sp.diff(uy, X))
assert sp.simplify(sp.diff(sym[0], X) + sp.diff(sym[2], Y)) == 0
assert sp.simplify(sp.diff(sym[2], X) + sp.diff(sym[1], Y)) == 0
from_u = sp.lambdify((X, Y), sym, "numpy")
for px, py in ((0.3, 0.5), (-0.7, 0.2), (0.4, -0.9)):
    direct = np.array(from_u(px, py), dtype=float)
    potential = np.array(edge_stress(px, py - 1, 1.0, 0.0, image=False))
    assert np.allclose(direct, potential, atol=1e-12)

# Free surface, and strain relief in the film but not in the substrate
xs = np.linspace(-5, 5, 41)
_, syy, sxy = edge_stress(xs, 0 * xs, 0.6, 0.8)
assert max(abs(syy).max(), abs(sxy).max()) < 1e-12
t = -pi / 2 + (np.arange(8000) + 0.5) * pi / 8000
relief = {}
for depth in (0.3, 0.8, 1.5):
    for bx, by in ((1.0, 0.0), (0.0, 1.0), (0.6, 0.8)):
        xg = np.tan(t)
        sxx, syy, _ = edge_stress(xg, -depth + 0 * xg, bx, by)
        strain_xx = (sxx - nu * (sxx + syy)) / 2
        integral = np.sum(strain_xx / np.cos(t)**2) * pi / 8000
        expected = -bx if depth < 1 else 0.0
        assert abs(integral - expected) < 1e-5
        relief[depth, bx] = integral

# Logarithmic law, character factor and size of the correction
mixed = (bhat @ across, bhat @ normal, bhat @ line)
constants = {}
cases = {"60-degree": mixed, "in-plane edge": (1.0, 0.0, 0.0),
         "normal edge": (0.0, 1.0, 0.0), "screw": (0.0, 0.0, 1.0)}
for name, vec in cases.items():
    K = line_factor(abs(vec[2]))
    far, near = stored_energy(vec, 1e-3), stored_energy(vec, 1e-4)
    slope = (near - far) / np.log(10)
    assert abs(slope / K - 1) < 1e-5
    C = near / K - np.log(1e4)
    constants[name] = C
    for core in (0.2, 0.05, 0.01):
        deviation = stored_energy(vec, core) / K + np.log(core) - C
        assert abs(deviation) < 2 * core**2 + 1e-6
    if name == "60-degree":
        measured_slope = slope
assert abs(constants["screw"] - np.log(2)) < 1e-5

# Critical thickness: direct force balance against the closed form
A = prefactor(eps, cos_beta, cos_lam)
x_c = reduced_thickness(A)
h_c = b * x_c
K_dim = mu * b**2 * line_factor(cos_beta)


def drive(h):
    return sigma * b * h * cos_lam


def tension(h):
    return K_dim * (np.log(h / b) + 1)


h_root = brentq(lambda h: drive(h) - tension(h), 1.01 * b, 1000 * b)
assert abs(h_root / h_c - 1) < 1e-9
assert drive(h_c / 2) < tension(h_c / 2) and drive(2 * h_c) > tension(2 * h_c)
x_small = float((-A * lambertw(-np.exp(-1) / A, 0)).real)
assert x_small < 1 and abs(drive(b * x_small) - tension(b * x_small)) < 1e-9

# Full half-space elastic energy with the matching core radius
core_ratio = np.exp(constants["60-degree"] - 1)


def full_balance(x):
    return stored_energy(mixed, core_ratio / x) - sigma / mu * cos_lam * x


x_full = brentq(full_balance, 8, 100)
assert abs(x_full / x_c - 1) < 2e-3   # second-order core correction remains

# Largest strain for which the balance has a solution
eps_max = eps * A
grid = np.geomspace(0.01, 1000, 20001)
for factor, exists in ((0.95, True), (1.05, False)):
    sig = 2 * (1 + nu) / (1 - nu) * eps_max * factor
    net = line_factor(cos_beta) * (np.log(grid) + 1) - sig * cos_lam * grid
    assert (net.max() > 0) == exists

bohr = physical_constants["Bohr radius"][0] * 1e9
print(f"shear modulus = {mu:.1f} GPa; Poisson ratio = {nu:.2f}")
print(f"Burgers length = {b:.2f} nm; misfit strain = {eps:.3f}")
print(f"cos beta = {cos_beta:.4f}; cos lambda = {cos_lam:.4f}")
print(f"biaxial film stress = {sigma:.4f} GPa")
print(f"Schmid factor on the glide plane = {schmid:.4f}")
print(f"threading length / film thickness (straight) = {width/h_test:.4f}")
print("integrated strain / b for in-plane edge Burgers vector:")
for depth in (0.3, 0.8, 1.5):
    print(f"  depth/h = {depth:.1f}: {relief[depth, 1.0] + 0.0:.5f}")
print(f"K/(mu b^2), formula = {line_factor(cos_beta):.6f}")
print(f"K/(mu b^2), half-space quadrature = {measured_slope:.6f}")
print(f"line-energy prefactor K = {K_dim:.4f} nN")
print("elastic constant C in ln(h/r0)+C:")
for name, C in constants.items():
    print(f"  {name}: {C:.4f}")
print(f"core radius matching c=1, 60-degree: r0/b = {core_ratio:.4f}")
print(f"dimensionless prefactor A = {A:.4f}")
print(f"critical thickness h_c/b = {x_c:.3f}")
print(f"critical thickness h_c = {h_c:.3f} nm = {h_c/bohr:.1f} bohr")
print(f"h_c from full half-space energy = {b*x_full:.3f} nm")
print(f"unphysical small root h/b = {x_small:.4f}")
print("thickness (nm), driving force (nN), line energy (nN):")
for h in (h_c / 2, h_c, 2 * h_c):
    print(f"  {h:.3f}  {drive(h):.4f}  {tension(h):.4f}")
print("60-degree dislocation, misfit strain and h_c (nm):")
for strain in (0.005, 0.01, 0.02):
    value = b * reduced_thickness(prefactor(strain, cos_beta, cos_lam))
    print(f"  {strain:.3f}  {value:.3f}")
print("core constant c and h_c (nm) at the example strain:")
for c in (0.0, 1.0, 2.0):
    print(f"  {c:.1f}  {b*reduced_thickness(A, c):.3f}")
A_edge = prefactor(eps, 0.0, 1.0)
print(f"in-plane edge: A = {A_edge:.4f}")
print(f"in-plane edge: h_c = {b*reduced_thickness(A_edge):.3f} nm")
print(f"largest strain with a solution, 60-degree = {eps_max:.5f}")
print("done: every assertion held")
```

Printed output:

```
shear modulus = 50.0 GPa; Poisson ratio = 0.30
Burgers length = 0.40 nm; misfit strain = 0.010
cos beta = 0.5000; cos lambda = 0.5000
biaxial film stress = 1.8571 GPa
Schmid factor on the glide plane = 0.4082
threading length / film thickness (straight) = 1.2247
integrated strain / b for in-plane edge Burgers vector:
  depth/h = 0.3: -1.00000
  depth/h = 0.8: -1.00000
  depth/h = 1.5: 0.00000
K/(mu b^2), formula = 0.105156
K/(mu b^2), half-space quadrature = 0.105156
line-energy prefactor K = 0.8412 nN
elastic constant C in ln(h/r0)+C:
  60-degree: 0.4422
  in-plane edge: 1.0503
  normal edge: 0.0503
  screw: 0.6931
core radius matching c=1, 60-degree: r0/b = 0.5725
dimensionless prefactor A = 5.6622
critical thickness h_c/b = 23.550
critical thickness h_c = 9.420 nm = 178.0 bohr
h_c from full half-space energy = 9.420 nm
unphysical small root h/b = 0.3944
thickness (nm), driving force (nN), line energy (nN):
  4.710  1.7494  2.9157
  9.420  3.4989  3.4989
  18.840  6.9977  4.0820
60-degree dislocation, misfit strain and h_c (nm):
  0.005  22.855
  0.010  9.420
  0.020  3.630
core constant c and h_c (nm) at the example strain:
  0.0  6.212
  1.0  9.420
  2.0  12.287
in-plane edge: A = 3.0607
in-plane edge: h_c = 4.062 nm
largest strain with a solution, 60-degree = 0.05662
done: every assertion held
```
